# Resistance of a narrow line with two rounded bottom corners: verification in Python

```python
"""Resistance of a straight line whose two bottom corners are rounded.

Result under test, at fixed resistivity and length:
    R_round / R_sharp = w*h / (w*h - (2 - pi/2)*r**2)
w: width, h: height, r: corner radius (all nm), valid for r <= w/2, r <= h.
The program also sizes neglected effects: diffuse wall scattering, a liner,
slow width roughness and temperature. Lengths are in nm unless stated.
"""
import numpy as np
from scipy.integrate import quad
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import spsolve

width, height, radius = 12.0, 24.0, 4.0
resistivity = 100e-9      # ohm m, rough value for a narrow line
length = 1e-6             # m
liner = 2.0               # nm, rough
rms_width = 0.5           # nm, rough
temp_coeff = 0.003        # 1/K, rough


def removed_area(r):
    return (2 - np.pi / 2) * r**2


def increase(w, h, r):
    return removed_area(r) / (w * h - removed_area(r))


def area_by_quadrature(w, h, r):
    """Integrate the local width over height."""
    def local_width(y):
        return w - 2 * (r - np.sqrt(max(r**2 - (r - y)**2, 0.0)))
    return quad(local_width, 0, r)[0] + w * (h - r)


def inside(x, y, r):
    """True inside the section; the top is left open."""
    dx = np.maximum(np.maximum(r - x, x - (width - r)), 0)
    dy = np.maximum(r - y, 0)
    return dx**2 + dy**2 <= r**2 + 1e-10


def network_resistance(r, cell=0.25, layers=4):
    """Solve Kirchhoff's law on cubic cells; arbitrary resistance unit."""
    x = (np.arange(round(width / cell)) + 0.5) * cell
    y = (np.arange(round(height / cell)) + 0.5) * cell
    section = inside(x[:, None], y[None, :], r)
    mask = np.repeat(section[:, :, None], layers, axis=2)
    index = -np.ones(mask.shape, dtype=int)
    count = int(mask.sum())
    index[mask] = np.arange(count)
    first, second = [], []
    for axis in range(3):
        moved = np.moveaxis(index, axis, 0)
        a, b = moved[:-1].ravel(), moved[1:].ravel()
        joined = (a >= 0) & (b >= 0)
        first.append(a[joined])
        second.append(b[joined])
    a, b = np.concatenate(first), np.concatenate(second)
    links = coo_matrix((np.ones(2 * len(a)),
                        (np.r_[a, b], np.r_[b, a])),
                       shape=(count, count)).tocsr()
    diagonal = np.asarray(links.sum(axis=1)).ravel()
    source = index[:, :, 0][section]
    drain = index[:, :, -1][section]
    diagonal[source] += 2      # contacts sit half a cell away
    diagonal[drain] += 2
    rhs = np.zeros(count)
    rhs[source] = 2.0
    matrix = (diags(diagonal) - links).tocsc()
    volts = spsolve(matrix, rhs, permc_spec="MMD_AT_PLUS_A")
    return 1 / np.sum(2 * (1 - volts[source]))


def chords(r, n_phi=180, n_b=800):
    """Chord lengths of the convex section for all directions and offsets."""
    phi = (np.arange(n_phi) + 0.5) * np.pi / n_phi
    reach = 13.5               # exceeds half the diagonal
    db = 2 * reach / n_b
    b = (np.arange(n_b) + 0.5) * db - reach
    c, s = np.cos(phi)[:, None], np.sin(phi)[:, None]
    b = b[None, :]
    start = np.full((n_phi, n_b), np.inf)
    stop = np.full((n_phi, n_b), -np.inf)
    # The section is the union of two boxes and two discs.
    for x0, x1, y0, y1 in [(0, width, r, height),
                           (r, width - r, 0, height)]:
        tx0 = (x0 - width / 2 + b * s) / c
        tx1 = (x1 - width / 2 + b * s) / c
        ty0 = (y0 - height / 2 - b * c) / s
        ty1 = (y1 - height / 2 - b * c) / s
        t_in = np.maximum(np.minimum(tx0, tx1), np.minimum(ty0, ty1))
        t_out = np.minimum(np.maximum(tx0, tx1), np.maximum(ty0, ty1))
        hit = t_out > t_in
        start = np.where(hit, np.minimum(start, t_in), start)
        stop = np.where(hit, np.maximum(stop, t_out), stop)
    if r > 0:
        for xc in (r, width - r):
            qx, qy = xc - width / 2, r - height / 2
            middle = qx * c + qy * s
            offset = -qx * s + qy * c - b
            half = np.sqrt(np.maximum(r**2 - offset**2, 0))
            hit = half > 0
            start = np.where(hit, np.minimum(start, middle - half), start)
            stop = np.where(hit, np.maximum(stop, middle + half), stop)
    return np.maximum(stop - start, 0), np.pi / n_phi, db


nodes, weights = np.polynomial.legendre.leggauss(24)
theta = (nodes + 1) * np.pi / 4
theta_weight = weights * np.pi / 4


def effective_area(chord_data, mfp):
    """Conducting area with fully diffuse walls, mean free path mfp."""
    chord, dphi, db = chord_data
    loss = 0.0
    for angle, wt in zip(theta, theta_weight):
        s, c = np.sin(angle), np.cos(angle)
        loss += wt * s**2 * c**2 * np.sum(-np.expm1(-chord / (mfp * s)))
    area = chord.sum() * dphi * db / np.pi
    return area - 3 * mfp / (4 * np.pi) * 4 * loss * dphi * db


def direct_ratio_rectangle(mfp):
    """Average the kinetic conductivity point by point over the rectangle."""
    x = (np.arange(48) + 0.5) * width / 48
    y = (np.arange(96) + 0.5) * height / 96
    total, n_phi = 0.0, 60
    for phi in (np.arange(n_phi) + 0.5) * np.pi / 2 / n_phi:
        path = np.minimum((width - x)[:, None] / np.cos(phi),
                          (height - y)[None, :] / np.sin(phi))
        for angle, wt in zip(theta, theta_weight):
            s, c = np.sin(angle), np.cos(angle)
            total += wt * s * c**2 * np.mean(np.exp(-path / (mfp * s)))
    return 1 - 6 / np.pi * total * (np.pi / 2 / n_phi)


# Main result: area by quadrature, resistance by a network solution.
area_sharp = width * height
area_round = area_sharp - removed_area(radius)
for r in (1.0, radius, width / 2):
    numeric = area_by_quadrature(width, height, r)
    assert abs(numeric - (area_sharp - removed_area(r))) < 1e-6
    assert abs(area_sharp / numeric - 1 - increase(width, height, r)) < 1e-8
main = increase(width, height, radius)
network = network_resistance(radius) / network_resistance(0.0) - 1
# Tolerance: the arc is a staircase of 0.25 nm cells.
assert abs(network - main) < 0.002

# Chords reproduce area and perimeter of both sections.
sharp, rounded = chords(0.0), chords(radius)
perimeter_sharp = 2 * (width + height)
perimeter_round = perimeter_sharp - (4 - np.pi) * radius
for data, area, perimeter in [(sharp, area_sharp, perimeter_sharp),
                              (rounded, area_round, perimeter_round)]:
    chord, dphi, db = data
    assert abs(chord.sum() * dphi * db / np.pi / area - 1) < 1e-3
    assert abs(np.count_nonzero(chord) * dphi * db / perimeter - 1) < 5e-3
    # Short free path: the loss is proportional to the perimeter.
    short = 0.2
    loss = chord.sum() * dphi * db / np.pi - effective_area(data, short)
    assert abs(loss / (3 / 16 * short * perimeter) - 1) < 0.01

# Wall scattering: direct average and grid convergence, then the effect.
coarse_sharp, coarse_round = chords(0.0, 90, 400), chords(radius, 90, 400)
scattering = []
for mfp in (10.0, 40.0):
    eff_sharp = effective_area(sharp, mfp)
    eff_round = effective_area(rounded, mfp)
    direct = direct_ratio_rectangle(mfp)
    assert abs(eff_sharp / area_sharp / direct - 1) < 0.005
    rise = eff_sharp / eff_round - 1
    coarse = (effective_area(coarse_sharp, mfp)
              / effective_area(coarse_round, mfp) - 1)
    assert abs(rise - coarse) < 5e-4
    scattering.append((mfp, area_sharp / eff_sharp,
                       area_round / eff_round, rise))

# Liner: the core holds every point at least one liner thickness from a wall.
core_w, core_h, core_r = width - 2 * liner, height - liner, radius - liner
core_area = core_w * core_h - removed_area(core_r)
cell = 0.05
gx = ((np.arange(240) + 0.5) * cell)[:, None]
gy = ((np.arange(480) + 0.5) * cell)[None, :]
core = np.ones((240, 480), dtype=bool)
for angle in np.arange(64) * 2 * np.pi / 64:
    core &= inside(gx + liner * np.cos(angle),
                   gy + liner * np.sin(angle), radius)
assert abs(core.sum() * cell**2 - core_area) < 0.25
liner_rise = increase(core_w, core_h, core_r)

# Slow sinusoidal width variation: average the inverse width.
amplitude = np.sqrt(2) * rms_width
rough_rise = 1 / np.sqrt(1 - (amplitude / width)**2) - 1
rough_numeric = quad(lambda u: width / (width + amplitude * np.sin(u)),
                     0, 2 * np.pi)[0] / (2 * np.pi) - 1
assert abs(rough_rise - rough_numeric) < 1e-8

res_sharp = resistivity * length / (area_sharp * 1e-18)
res_round = resistivity * length / (area_round * 1e-18)
print(f"width, height, radius: {width:g}, {height:g}, {radius:g} nm")
print(f"resistivity: {resistivity * 1e9:g} nohm m")
print(f"length: {length * 1e6:g} um")
print(f"area removed per corner: {removed_area(radius) / 2:.4f} nm^2")
print(f"area removed in total: {removed_area(radius):.4f} nm^2")
print(f"sharp area: {area_sharp:.3f} nm^2")
print(f"rounded area: {area_round:.3f} nm^2")
print(f"fractional area loss: {100 * removed_area(radius) / area_sharp:.3f} %")
print(f"resistance ratio: {1 + main:.5f}")
print(f"resistance increase: {100 * main:.3f} %")
print(f"increase from resistor network: {100 * network:.3f} %")
print(f"sharp resistance: {res_sharp:.2f} ohm")
print(f"rounded resistance: {res_round:.2f} ohm")
print(f"resistance difference: {res_round - res_sharp:.2f} ohm")
print(f"equivalent width loss: {removed_area(radius) / height:.3f} nm")
for r in (1.0, 2.0, width / 2):
    print(f"increase at radius {r:g} nm: "
          f"{100 * increase(width, height, r):.3f} %")
print(f"sharp perimeter: {perimeter_sharp:.3f} nm")
print(f"rounded perimeter: {perimeter_round:.3f} nm")
print(f"sharp perimeter/area: {perimeter_sharp / area_sharp:.5f} 1/nm")
print(f"rounded perimeter/area: {perimeter_round / area_round:.5f} 1/nm")
for mfp, factor_sharp, factor_round, rise in scattering:
    print(f"diffuse walls, mean free path {mfp:g} nm:")
    print(f"  resistivity/bulk, sharp: {factor_sharp:.3f}")
    print(f"  resistivity/bulk, rounded: {factor_round:.3f}")
    print(f"  resistance increase by rounding: {100 * rise:.2f} %")
print(f"liner thickness: {liner:g} nm")
print(f"core width, height, radius: {core_w:g}, {core_h:g}, {core_r:g} nm")
print(f"rounded core area: {core_area:.3f} nm^2")
print(f"increase by rounding with liner: {100 * liner_rise:.3f} %")
print(f"rms width variation: {rms_width:g} nm")
print(f"increase by width variation alone: {100 * rough_rise:.3f} %")
print(f"temperature coefficient: {temp_coeff:g} 1/K")
print(f"temperature rise of equal effect: {main / temp_coeff:.1f} K")
print("all assertions hold")
```

It prints:

```
width, height, radius: 12, 24, 4 nm
resistivity: 100 nohm m
length: 1 um
area removed per corner: 3.4336 nm^2
area removed in total: 6.8673 nm^2
sharp area: 288.000 nm^2
rounded area: 281.133 nm^2
fractional area loss: 2.384 %
resistance ratio: 1.02443
resistance increase: 2.443 %
increase from resistor network: 2.355 %
sharp resistance: 347.22 ohm
rounded resistance: 355.70 ohm
resistance difference: 8.48 ohm
equivalent width loss: 0.286 nm
increase at radius 1 nm: 0.149 %
increase at radius 2 nm: 0.600 %
increase at radius 6 nm: 5.669 %
sharp perimeter: 72.000 nm
rounded perimeter: 68.566 nm
sharp perimeter/area: 0.25000 1/nm
rounded perimeter/area: 0.24389 1/nm
diffuse walls, mean free path 10 nm:
  resistivity/bulk, sharp: 1.565
  resistivity/bulk, rounded: 1.565
  resistance increase by rounding: 2.50 %
diffuse walls, mean free path 40 nm:
  resistivity/bulk, sharp: 3.362
  resistivity/bulk, rounded: 3.376
  resistance increase by rounding: 2.88 %
liner thickness: 2 nm
core width, height, radius: 8, 22, 2 nm
rounded core area: 174.283 nm^2
increase by rounding with liner: 0.985 %
rms width variation: 0.5 nm
increase by width variation alone: 0.174 %
temperature coefficient: 0.003 1/K
temperature rise of equal effect: 8.1 K
all assertions hold
```
